# Mirror symmetry and the ten-site barrier table for a surface hop

**Setting.** In a kinetic Monte Carlo simulation of growth, an atom on a square lattice of adsorption sites hops from \(A=(0,0)\) to the empty neighbour \(B=(1,0)\). Coordinates are in units of the hop length \(d\). The barrier is assumed to depend on the other ten sites of the block \(-1\le x\le2\), \(-1\le y\le1\). Each is empty (\(n_i=0\)) or holds an atom of the same species (\(n_i=1\)). The layer below is complete. A *configuration* \(n\) is a list of the ten occupancies.

For numbers, take a model of Pd(100) with energy

\[
U=\sum_i\left[\sum_{j\ne i}A_0e^{-p(r_{ij}/r_0-1)}-\sqrt{\rho_i}\right],\qquad
\rho_i=\sum_{j\ne i}\xi^2e^{-2q(r_{ij}/r_0-1)} .
\]

This is the second-moment tight-binding form. Its rounded parameters, rough values for Pd, are \(A_0=0.175\) eV, \(\xi=1.72\) eV, \(p=10.9\), \(q=3.74\), \(r_0=0.275\) nm. Unless stated otherwise, all atoms except the hopping one are frozen, and the barrier is the energy at the bridge \((\tfrac12,0)\) minus that at \(A\), with the hopping atom's height relaxed at both points. The frozen atoms sit on ideal lattice positions: the substrate is a three-layer cluster, and the neighbours are held at the bulk layer height \(0.707d\), above the \(0.618d\) to which a lone adatom relaxes. A thicker substrate lowers the barriers quoted below by about \(0.0001\) eV. Placing the neighbours at \(0.618d\) reduces the large single-neighbour shifts by 20 to 30%. Rates are \(k=\nu e^{-b/k_BT}\), with a chosen \(\nu=10^{13}\) s\(^{-1}\) and \(T=400\) K, so \(k_BT=0.03447\) eV.

## (a) Why may two configurations share a barrier?

*Let \(M\) be the reflection \(y\to-y\). State what must be symmetric, and show that \(n\) and \(Mn\) have equal barriers and equal harmonic prefactors.*

**Answer.** The mirror plane contains the hop axis and is perpendicular to the surface. It must be a symmetry of the substrate and of the interactions, not merely of the drawn grid. An unstrained fcc(100) surface satisfies this: the atoms below lie symmetrically on both sides of the plane.

Let \(R\) denote all atomic positions. The symmetry says

\[
U(MR;Mn)=U(R;n).
\]

Since \(M\) leaves \(A\) and \(B\) in place, it turns each path for the hop in \(n\) into a path for the same hop in \(Mn\), with the same energy at every point. Applying \(M\) again recovers the first path, so the two sets of paths correspond one to one. The barrier is the lowest attainable path maximum minus the energy of the initial minimum. Both terms agree, hence

\[
b(Mn)=b(n).
\]

At corresponding stationary points the mass-weighted Hessians are related by \(H'=QHQ^{T}\), with \(Q\) orthogonal. They have the same eigenvalues, so the harmonic prefactor, a ratio of products of vibrational frequencies, is also the same.

## (b) How many barriers must be tabulated?

*Count the configurations and the classes under \(M\). Generalize to \(f\) sites on the axis and \(p_s\) mirror pairs.*

**Answer.** Ten two-valued sites give \(2^{10}=1024\) configurations. The sites \((-1,0)\) and \((2,0)\) lie on the axis and stay fixed. The other eight form four pairs, \((x,1)\leftrightarrow(x,-1)\) for \(x=-1,0,1,2\).

A configuration equals its own image when the two members of each pair agree. One bit per pair and one per axial site remain free, giving

\[
2^{4+2}=64
\]

self-symmetric configurations. Each is a class by itself. Because \(M^2=1\), the remaining \(1024-64=960\) fall into classes of two. Thus

\[
N_{\rm class}=64+\frac{960}{2}=544 .
\]

In general there are \(2^{f+2p_s}\) configurations, of which \(2^{f+p_s}\) are self-symmetric:

\[
N_{\rm class}=\frac{2^{f+2p_s}+2^{f+p_s}}2
=2^{f+2p_s-1}\left(1+2^{-p_s}\right).
\]

For \(f=2\), \(p_s=4\) this is \(512(1+1/16)=544\). With no pairs there is no saving; with many pairs the saving approaches one half. If each site has three states (empty or one of two species), the same argument gives \((3^{10}+3^6)/2=29\,889\).

Symmetry makes 544 entries sufficient. It does not forbid two classes from having equal barriers by coincidence. In the Pd model, all 1024 barriers were computed from atomic positions, and 544 distinct values were found. Mirror partners agreed within \(2.2\times10^{-14}\) eV, while the closest different values were \(3.5\times10^{-9}\) eV apart. Such a tiny gap has no practical effect on a rate, but it separates a near-coincidence from an equality imposed by symmetry.

## (c) How is the table addressed?

*Construct an index running from 0 to 543, equal for mirror partners and different for different classes. Apply it to an atom moving beside a row of four atoms at \(y=-1\).*

**Answer.** Encode the two side rows and the axial sites as

\[
u=\sum_{x=-1}^{2}2^{x+1}n_{x,1},\qquad
l=\sum_{x=-1}^{2}2^{x+1}n_{x,-1},\qquad
e=n_{-1,0}+2n_{2,0}.
\]

Here \(u,l\) run from 0 to 15 and \(e\) from 0 to 3. The mirror exchanges \(u\) and \(l\) and leaves \(e\) alone. A class is therefore an unordered pair \(\{u,l\}\) together with \(e\).

Put \(h=\max(u,l)\) and \(m=\min(u,l)\). For a given larger member \(k\), the smaller one has \(k+1\) possible values. The number of pairs preceding those with larger member \(h\) is

\[
\sum_{k=0}^{h-1}(k+1)=\frac{h(h+1)}2 .
\]

Adding \(m=0,\ldots,h\) fills the next \(h+1\) places without gaps or overlaps. The required index is

\[
I=4\left[\frac{h(h+1)}2+m\right]+e .
\]

Its largest value is \(4(120+15)+3=543\).

For the row at \(y=-1\), \(u=0\), \(l=15\), \(e=0\), so \(I=4\times120=480\). The row at \(y=+1\) gives the same index. The model barrier is 0.551 eV, against 0.627 eV for an isolated atom. The corresponding rates are \(1.14\times10^6\) and \(1.27\times10^5\) s\(^{-1}\): at 400 K, with equal prefactors, these bridge barriers make the hop beside the row about nine times faster. The ratio belongs to the fixed bridge position. An atom free to move sideways lowers its energy by shifting toward the row. At the true saddle, with the other atoms still frozen, the barrier is 0.39 eV and the ratio is about 900; see (h).

## (d) Is it enough to count the atoms in each mirror pair?

*A shorter table stores only \(c_x=n_{x,1}+n_{x,-1}\) and the axial occupancies. Find its size, a condition under which it is correct, and why it fails in the Pd model.*

**Answer.** Each \(c_x\) is 0, 1 or 2, so the table has \(3^4\times2^2=324\) entries. It treats each pair as if it could be reflected separately. The mirror reflects all four together.

The shorter table is correct for a pair potential \(v(r)\) on a frozen surface if the hopping atom stays in the plane \(y=0\). Its energy at \((x,0,z)\) is then

\[
W(x,z)=W_{\rm sub}(x,z)+\sum_i n_i\,v\bigl(r_i(x,z)\bigr).
\]

The two members of a pair are equally distant from every point of this plane, so only their sum \(c_x\) enters. Relaxing \(z\) or finding the maximum along \(x\) does not alter this conclusion. Sideways motion does: two atoms on one side pull or push the hopping atom differently from one atom on each side.

In the Pd model even motion in the plane breaks the rule. Let \(\phi_i\) be the contribution of the hopping atom to \(\rho_i\), and let \(\rho_i^0\) be the value without it. Adding the hopping atom changes the band energy of the other atoms by

\[
-\sum_i\left[\sqrt{\rho_i^0+\phi_i}-\sqrt{\rho_i^0}\right],
\]

where the sum runs over all atoms present. The hopping atom's own band term and the repulsion still depend only on the counts \(c_x\) and the axial sites. But \(\rho_i^0\) depends on which other atoms surround atom \(i\), and hence on how the neighbours are arranged relative to one another.

Compare atoms at \((0,1),(1,1)\) with atoms at \((0,1),(1,-1)\). Both have \(c_0=c_1=1\). Taken singly, atoms beside \(A\) and beside \(B\) shift the isolated barrier by \(+0.1251\) and \(-0.2022\) eV. Adding these shifts predicts

\[
0.6268+0.1251-0.2022=0.5497\ \text{eV}
\]

for both configurations. The computed barriers are 0.5482 eV on the same side and 0.5544 eV on opposite sides. Their indices are

\[
I_{\rm same}=4\left(\frac{6\cdot7}{2}+0\right)=84,\qquad
I_{\rm opp}=4\left(\frac{4\cdot5}{2}+2\right)=48 .
\]

The difference of 0.0062 eV changes the rate by a factor \(e^{0.0062/0.03447}=1.20\). The largest spread within one of the 324 groups is 0.036 eV, a factor of 2.85 at 400 K. These are errors of the bridge barriers. Once sideways motion is allowed they can be much larger, because two atoms on the same side draw the hopping atom off the axis, while the pulls of one atom on each side largely cancel. At the true saddles of the hopping atom, with the other atoms frozen, the two barriers above become 0.36 and 0.58 eV, a rate factor of about 600. The short table is therefore an approximation to be tested on relaxed barriers, not a symmetry reduction.

## (e) What does the reverse hop add?

*Let \(P\) be \(x\to1-x\). Relate the forward and reverse barriers, and find how many saddle calculations supply the table. Assume that \(P\) is also a symmetry of the substrate.*

**Answer.** \(P\) exchanges \(A\) and \(B\). Applied to the hop \(B\to A\) in configuration \(n\), it gives the hop \(A\to B\) in \(Pn\). Therefore

\[
b_{\rm rev}(n)=b(Pn),
\]

whereas \(b(Pn)=b(n)\) is generally false. For example, one atom at \((-1,0)\), behind the hopping atom, raises the forward barrier by 0.3185 eV to 0.9453 eV. In the reverse hop that atom plays the part of one at \((2,0)\), whose shift is \(-0.0153\) eV, so the reverse barrier is 0.6115 eV. Both hops share a bridge energy, and subtraction gives

\[
E_B-E_A=b(n)-b_{\rm rev}(n)=0.3338\ \text{eV}.
\]

With equal prefactors \(k_{\rm rev}/k_{\rm for}=e^{0.3338/0.03447}\approx1.6\times10^4\). Leaving the neighbour is rare; returning is not. The size depends on where the neighbour is frozen: at the height \(0.618d\) the difference is 0.24 eV and the ratio about \(10^3\).

The saddle energy, measured from the energy with the hopping atom removed, does not depend on the direction of travel. It is unchanged by the four operations \(1,M,P,MP\). To count its classes, count the pairs \((g,n)\) with \(gn=n\). If a class has \(s\) members, the four operations reach each member equally often, so \(4/s\) operations leave a given member fixed. The class contributes \(s\times4/s=4\) pairs. The number of classes is thus one quarter of the total number of fixed configurations.

The identity fixes 1024 and \(M\) fixes 64. Both \(P\) and the half-turn \(MP\) group the ten sites into five exchanged pairs, so each fixes \(2^5=32\). Hence

\[
N_{\rm saddle}=\frac{1024+64+32+32}{4}=288 .
\]

The computed bridge energies also had 288 distinct values. If \(a\) saddle classes serve one barrier class and \(c\) serve two, then \(a+c=288\) and \(a+2c=544\), giving \(c=256\), \(a=32\). The barrier table still needs 544 entries, because the two directions start from different energies. With equal prefactors, taking both barriers from one saddle makes the ratio of the two rates agree with \(E_B-E_A\), as detailed balance requires for this pair of states. Detailed balance in the whole simulation also requires all such differences to come from one energy function of the complete layer, which a table limited to ten sites does not guarantee.

## (f) May one average over the 544 entries with equal weights?

*Suppose all 1024 configurations are equally likely. Compare the correct mean with the unweighted class mean, for barriers and for rates.*

**Answer.** Let \(\bar b\) be the mean over all configurations and \(\bar b_s\) that over the 64 self-symmetric ones. An unweighted class mean counts a self-symmetric configuration once and every other configuration one half:

\[
\bar b_{\rm class}
=\frac1{544}\left[\sum_{\rm sym}b+\frac12\sum_{\rm others}b\right]
=\frac{1024\,\bar b+64\,\bar b_s}{1088}
=\bar b+\frac{\bar b_s-\bar b}{17}.
\]

If the barrier is a sum of single-site shifts, \(\bar b_s=\bar b\), because each site is occupied half the time in both sets. The means then coincide. In the Pd model both are 0.6887 eV to the digits given, and the non-additive terms separate them by only about \(4\times10^{-5}\) eV.

This does not justify dropping the weights for rates. For additive barriers and constant \(\nu\), one mirror pair contributes a factor \(1\), \(a\) or \(a^2\), where \(a=e^{-v/k_BT}\) and \(v\) is the shift from one atom. Its mean is \((1+a)^2/4\) over all occupancies, but \((1+a^2)/2\) over the symmetric ones. The difference is

\[
\frac{1+a^2}{2}-\frac{(1+a)^2}{4}=\frac{(1-a)^2}{4}>0
\qquad(a\ne1).
\]

The unweighted class mean of the rate is then too large; for the Pd bridge barriers at 400 K the excess is 17%. Correct averages give the 480 two-member classes weight 2 and the other 64 weight 1. At other coverages these weights multiply the probability of one member.

## (g) What happens under shear?

*The crystal is sheared by \(x\to x+\gamma y\), with a small \(\gamma\ne0\). Which reductions survive?*

**Answer.** Reflecting \(y\) changes \(\gamma\) to \(-\gamma\), and so does \(x\to1-x\). Neither mirror survives. The half-turn reverses both displacements from the bridge and preserves the relation between them, so it survives. It exchanges \(A\) and \(B\), and therefore relates forward to reverse hops without merging forward barriers. There are now 1024 forward classes and

\[
\frac{1024+32}{2}=528
\]

saddle classes. At \(\gamma=0.02\), with the whole crystal sheared uniformly and then frozen, the model gave 1024 distinct barriers and 528 distinct bridge energies. Former mirror partners differed by up to 0.045 eV, a rate factor of about 3.7 at 400 K. Stretching along \(x\) or \(y\) alone changes the barriers but preserves both mirrors, and the original counts remain.

## (h) How far can the Pd numbers be trusted?

*Separate errors in the symmetry argument from errors in the barriers, using the sizes of the neglected effects.*

**Answer.** The model's cubic lattice constant, 0.389 nm, and binding energy, 3.94 eV per atom, are close to those of real palladium. An isolated-atom barrier near 0.6 eV is of a plausible size for Pd(100). The potential is nevertheless approximate, and agreement in bulk properties does not guarantee surface barriers.

With the ten inner sites empty, atoms farther out matter little in the frozen model: filling all 18 sites of the next ring shifts the barrier by \(-0.0008\) eV, about 2% in the rate at 400 K. This does not show that the ten-site range is adequate when inner sites are occupied. An outer atom beside an occupied inner site changes that atom's \(\rho_i^0\), and through it the barrier, as in (d). This effect is much larger. Over the 1024 inner configurations a full outer ring shifts the bridge barrier by 0.026 eV on average in absolute value and by up to \(-0.083\) eV, a factor of 11 in the rate. In this model ten sites are not enough for crowded surroundings. Interactions carried by elastic distortion of the substrate are not included either.

Fixing the hopping atom's lateral position at \(A\) and at the bridge causes a large error. In 24 sampled classes its initial position was relaxed in all three directions. Along the path, its height and its sideways position (within \(0.3d\) of the axis) were relaxed at each \(x\), and the highest point was located on a grid of spacing \(0.05d\). The other atoms stayed frozen. Barriers changed by 0.057 eV on average in absolute value. The largest change was \(-0.183\) eV from a bridge value of 0.846 eV, a factor of about 200 in the rate. A production table therefore needs relaxed saddles, and a check that each saddle joins \(A\) to \(B\) directly. Beside the row of (c), with the other atoms frozen, the model has a local minimum at \(x=\tfrac12\), shifted toward the row, so that hop passes through an intermediate state, 0.04 eV below the saddle. When the row and the upper two layers also relax, this minimum almost disappears and the barrier is about 0.32 eV. Mirror partners in this sample still agreed within the tested tolerance of \(10^{-4}\) eV: relaxation changes the entries, not the symmetry.

Relaxing the upper two substrate layers lowers the isolated-atom barrier by only 0.006 eV, to 0.621 eV (0.623 eV with four relaxed layers). That small change need not carry over to crowded configurations. The atom can also move by exchange, entering the surface while a surface atom emerges. In a four-layer slab with the lower two layers fixed, the symmetric exchange state lies 0.841 eV above the initial state. Taken as an estimate of the exchange barrier, with equal prefactors, it makes exchange slower than hopping by a factor \(e^{-(0.841-0.621)/0.03447}\approx2\times10^{-3}\). These values, for a \(6\times6\) cell, are not converged. With six layers, four of them free, the exchange energy falls to 0.78 eV, and in a \(10\times10\) cell to 0.755 eV, which raises the factor to about \(2\times10^{-2}\). In the four-layer slab the state has one unstable mode, as a saddle must, but other exchange paths were not searched. The ranking belongs to this potential and this path. Exchange has different end points and needs its own table.

Steps, vacancies in the layer below, or another species there can remove the mirror or add variables to the configuration. The count of 544 then no longer applies, however accurate the individual barriers. The remaining computed values are in the numerical output.

## Computed values

```
potential A, xi: 0.175, 1.72 eV; p, q: 10.9, 3.74; r0: 0.275 nm
hop length d: 0.2752 nm; cubic lattice constant: 0.3892 nm
bulk energy per atom: -3.939 eV
temperature: 400 K; kT: 0.03447 eV; prefactor: 1e+13 1/s
configurations: 1024; mirror-symmetric: 64
two-member classes: 480; all classes: 544
distinct computed barriers: 544 (resolution 3e-12 eV)
largest mirror mismatch of barriers: 2.2e-14 eV
smallest gap between distinct barriers: 3.5e-09 eV
saddle classes: 288; distinct computed saddles: 288
smallest gap between distinct saddles: 8.6e-08 eV
at resolution 1e-8 eV: 542 barriers, 288 saddles
classes by pair counts only: 324
largest barrier spread inside such a class: 0.0361 eV
rate ratio for that spread: 2.85
isolated atom: code 0, mirror code 0, index 0, barrier 0.6268 eV, rate 1.266e+05 1/s
straight island edge: code 240, mirror code 15, index 480, barrier 0.5512 eV, rate 1.136e+06 1/s
two atoms, same side: code 6, mirror code 96, index 84, barrier 0.5482 eV, rate 1.239e+06 1/s
two atoms, opposite sides: code 66, mirror code 36, index 48, barrier 0.5544 eV, rate 1.036e+06 1/s
lowest, highest bridge barrier: 0.2126, 1.1756 eV
configurations with bridge barrier <= 0: 0
mean barrier over 1024 configurations: 0.6887 eV
unweighted mean over 544 classes: 0.6887 eV
shear 0.02: distinct barriers 1024, distinct saddles 528
shear: largest splitting of mirror partners: 0.0453 eV
barrier shift by one atom at (-1, 1): +0.0059 eV
barrier shift by one atom at (0, 1): +0.1251 eV
barrier shift by one atom at (1, 1): -0.2022 eV
barrier shift by one atom at (2, 1): -0.0007 eV
barrier shift by one atom at (-1, 0): +0.3185 eV
barrier shift by one atom at (2, 0): -0.0153 eV
largest shift by one outer atom: -0.00016 eV at (1, 2)
shift by full outer ring of 18 atoms: -0.00078 eV
path-relaxed barriers: 24 sampled classes
mean absolute change from bridge value: 0.0574 eV
largest change: -0.1829 eV (code 774, bridge barrier 0.8458 eV)
isolated hop with relaxed substrate: 0.6212 eV
change by substrate relaxation: -0.0057 eV
symmetric exchange state, relaxed substrate: 0.8407 eV
```
